# Heat of a memory write pulse compared with the Landauer bound: a program that tests the result

```python
"""
Result under test: a rectangular pulse of current I and duration t through a
resistance R gives heat I^2 R t = 62.5 fJ for 50 uA, 5 ns, 5 kohm, while the
least mean heat for erasing a random bit at temperature T is k T ln 2.

Symbols: k Boltzmann constant, e elementary charge, V = I R voltage.
A bit has two states with energies 0 and gap; p is the probability of the
upper-labelled state. In the bit model, energies are in units of k T and
entropies in units of k. Relaxation moves p a fraction a towards equilibrium.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.special import expit, xlogy

current = 50e-6       # A
resistance = 5e3      # ohm
duration = 5e-9       # s
temperature = 300.0   # K
k = constants.k
e = constants.e

voltage = current * resistance
power = current**2 * resistance
pulse_heat = power * duration
bound = k * temperature * np.log(2)
ratio = pulse_heat / bound
charge = current * duration
electrons = charge / e

# The target value claimed in the problem.
assert abs(pulse_heat * 1e15 - 62.5) < 1e-9

# Independent pulse: a large capacitor discharges through the resistor.
# Time is scaled by the duration; the second variable is Joule heat in fJ.
capacitance = 1e-9    # F


def discharge(scaled_time, state):
    volts = state[0]
    volts_rate = -volts * duration / (resistance * capacitance)
    heat_rate = volts**2 / resistance * duration * 1e15
    return [volts_rate, heat_rate]


solution = solve_ivp(discharge, (0, 1), [voltage, 0.0],
                     rtol=1e-11, atol=1e-14)
final_volts, joule_heat_fj = solution.y[:, -1]
field_loss = 0.5 * capacitance * (voltage**2 - final_volts**2)
assert abs(joule_heat_fj / (field_loss * 1e15) - 1) < 1e-5
# The current sags by about 0.1 percent, so the heat is lower by about that.
assert abs(field_loss / pulse_heat - 1) < 2e-3

# Pulse with linear edges and the same full width at half height.
edge = 1e-9           # s
width_ns, edge_ns = duration * 1e9, edge * 1e9
corners = [0, edge_ns, width_ns, width_ns + edge_ns]


def shape(time_ns):
    return np.interp(time_ns, corners, [0, 1, 1, 0])


square_area = quad(lambda x: shape(x)**2, 0, corners[-1],
                   points=corners[1:3])[0]
plain_area = quad(shape, 0, corners[-1], points=corners[1:3])[0]
edged_heat = power * (duration - edge / 3)
assert abs(power * square_area * 1e-9 / edged_heat - 1) < 1e-8
assert abs(plain_area / width_ns - 1) < 1e-8


def entropy(p):
    return -xlogy(p, p) - xlogy(1 - p, 1 - p)


def run_protocol(gaps, fractions, p):
    """Follow the bit; return heat given to the bath and the final p."""
    heat = 0.0
    for gap, fraction in zip(gaps, fractions):
        new_p = (1 - fraction) * p + fraction * expit(-gap)
        heat += gap * (p - new_p)
        p = new_p
    return heat, p


# Random protocols, with incomplete relaxation, must obey the entropy bound.
rng = np.random.default_rng(7)
smallest_margin = np.inf
for trial in range(2000):
    start = rng.uniform(0, 1)
    steps = rng.integers(1, 20)
    heat, end = run_protocol(rng.normal(0, 4, steps),
                             rng.uniform(0, 1, steps), start)
    margin = heat - (entropy(start) - entropy(end))
    smallest_margin = min(smallest_margin, margin)
assert smallest_margin > -1e-12


def stepwise_reset(steps, largest_gap=30.0):
    gaps = np.linspace(0, largest_gap, steps + 1)[1:]
    return run_protocol(gaps, np.ones(steps), 0.5)


# A slow reset must approach k T ln 2 from above and leave no error.
slow_heat, slow_error = stepwise_reset(100000)
assert slow_error < 1e-12
assert 0 < slow_heat / np.log(2) - 1 < 1e-3
slow_integral = quad(lambda x: expit(-x), 0, np.inf)[0]
assert abs(slow_integral - np.log(2)) < 1e-8
step_counts = [10, 100, 1000]
reset_costs = [stepwise_reset(n)[0] / np.log(2) for n in step_counts]
assert reset_costs[0] > reset_costs[1] > reset_costs[2] > 1

# Ratio from the two simulated heats, without either closed formula.
simulated_ratio = field_loss / (slow_heat * k * temperature)
assert abs(simulated_ratio / ratio - 1) < 3e-3

print(f"current: {current*1e6:.1f} uA")
print(f"resistance: {resistance/1e3:.1f} kohm")
print(f"pulse duration: {duration*1e9:.1f} ns")
print(f"temperature: {temperature:.1f} K")
print(f"voltage: {voltage:.3f} V")
print(f"power: {power*1e6:.2f} uW")
print(f"pulse heat: {pulse_heat*1e15:.2f} fJ")
print(f"pulse heat: {pulse_heat:.3e} J")
print(f"Boltzmann constant: {k:.6e} J/K")
print(f"k T: {k*temperature:.4e} J")
print(f"ln 2: {np.log(2):.6f}")
print(f"k T ln 2: {bound:.4e} J")
print(f"k T ln 2: {bound/e*1e3:.3f} meV")
print(f"pulse heat / (k T ln 2): {ratio:.4e}")
print(f"log10 of this ratio: {np.log10(ratio):.3f}")
print(f"charge passed: {charge*1e15:.1f} fC")
print(f"electrons passed: {electrons:.4e}")
print(f"energy released per electron: {voltage*1e3:.1f} meV")
print(f"energy per electron / (k T ln 2): {e*voltage/bound:.3f}")
print(f"test capacitor: {capacitance*1e9:.1f} nF")
print(f"field energy lost by capacitor: {field_loss*1e15:.3f} fJ")
print(f"Joule heat in capacitor test: {joule_heat_fj:.3f} fJ")
print(f"edge length of edged pulse: {edge*1e9:.1f} ns")
print(f"heat of edged pulse: {edged_heat*1e15:.2f} fJ")
print("largest gap in stepwise reset: 30 k T")
for count, cost in zip(step_counts, reset_costs):
    print(f"reset heat, {count} steps: {cost:.4f} k T ln 2")
print(f"reset heat, 100000 steps: {slow_heat/np.log(2):.5f} k T ln 2")
print(f"smallest margin, 2000 random protocols: {smallest_margin:.2e} k T")
print(f"ratio from simulated heats: {simulated_ratio:.4e}")
print("verified")
```

It prints:

```
current: 50.0 uA
resistance: 5.0 kohm
pulse duration: 5.0 ns
temperature: 300.0 K
voltage: 0.250 V
power: 12.50 uW
pulse heat: 62.50 fJ
pulse heat: 6.250e-14 J
Boltzmann constant: 1.380649e-23 J/K
k T: 4.1419e-21 J
ln 2: 0.693147
k T ln 2: 2.8710e-21 J
k T ln 2: 17.919 meV
pulse heat / (k T ln 2): 2.1770e+07
log10 of this ratio: 7.338
charge passed: 250.0 fC
electrons passed: 1.5604e+06
energy released per electron: 250.0 meV
energy per electron / (k T ln 2): 13.951
test capacitor: 1.0 nF
field energy lost by capacitor: 62.438 fJ
Joule heat in capacitor test: 62.438 fJ
edge length of edged pulse: 1.0 ns
heat of edged pulse: 58.33 fJ
largest gap in stepwise reset: 30 k T
reset heat, 10 steps: 2.3806 k T ln 2
reset heat, 100 steps: 1.1109 k T ln 2
reset heat, 1000 steps: 1.0108 k T ln 2
reset heat, 100000 steps: 1.00011 k T ln 2
smallest margin, 2000 random protocols: 3.84e-09 k T
ratio from simulated heats: 2.1745e+07
verified
```
